# Thermal static polarisability of a charged harmonic oscillator from its levels

## Problem

A particle of charge $q$ and mass $m$ moves along $x$ in a well of stiffness $k=m\omega^2$. A uniform static field $F$ acts along $x$, so that

$$H=H_0-Fd,\qquad H_0=\frac{p^2}{2m}+\frac{kx^2}{2},\qquad d=qx,$$

where $p$ is the momentum and $d$ the dipole. The oscillator is in equilibrium at temperature $T$, with $\beta=1/(k_BT)$. Its static polarisability is the zero-field slope of the mean dipole at fixed temperature,

$$\alpha(T)=\left.\frac{\partial\langle d\rangle}{\partial F}\right|_{T,\,F=0}.$$

(a) Evaluate $\alpha(T)$ by summing over the quantum levels, and compare it with the classical value.

(b) Model the polar lattice vibration of a hafnium dioxide gate insulator by one such oscillator per formula unit: one Hf atom moving against two O atoms, with effective charge $5e$, transverse optical quantum $\hbar\omega=35$ meV and volume $v=0.035\ \text{nm}^3$. These are rough typical values. Find the ionic part of the permittivity at 77, 300 and 400 K, and the ionic polarisation at 2 MV/cm.

(c) Estimate how far the neglected effects move the answer.

## A tempting solution

In classical statistics the mean dipole is an average over the weight $e^{-\beta(H_0-Fd)}$. Differentiating the weight and its normalisation gives

$$\frac{\partial\langle d\rangle}{\partial F}=\beta\left(\langle d^2\rangle-\langle d\rangle^2\right).$$

At zero field $\langle d\rangle=0$, so it seems enough to insert the quantum value of $\langle x^2\rangle$. Level $n$ has $\langle n|x^2|n\rangle=(\hbar/2m\omega)(2n+1)$, and the mean quantum number is $\bar n=1/(e^{\beta\hbar\omega}-1)$. With $y=\beta\hbar\omega/2$ we have $2\bar n+1=\coth y$, and therefore

$$\alpha_{\text{wrong}}=\beta q^2\,\frac{\hbar}{2m\omega}\coth y=\frac{q^2}{k}\,y\coth y,$$

where the last step used $1/(m\omega)=\omega/k$.

For a 35 meV quantum, $y\coth y$ is 1.08 at 400 K, 1.15 at 300 K and 2.66 at 77 K. On cooling to absolute zero it grows as $\hbar\omega/(2k_BT)$, without limit. That cannot be right: at $T=0$ the system is in its ground state, which is separated from the next level by a finite gap and has a finite polarisability.

## Where it fails

The fault is in the derivative of the Boltzmann factor. In quantum mechanics $d$ does not commute with $H_0$, so the derivative of $e^{-\beta(H_0-Fd)}$ with respect to $F$ is not $\beta d\,e^{-\beta H}$.

The first derivative of the partition function $Z=\text{Tr}\,e^{-\beta H}$ escapes this difficulty. Factors may be rotated cyclically under a trace, so $\partial Z/\partial F=\beta\,\text{Tr}(d\,e^{-\beta H})$. The polarisability needs one more derivative. The exponential then stands beside another $d$, and the operators can no longer be gathered into $d^2e^{-\beta H}$.

Physically, the classical formula describes a field that reweights configurations. In quantum mechanics the field also changes the states themselves, by mixing each level with its neighbours. For this oscillator the whole response comes from that mixing, as the following calculation shows.

## Solution of (a)

**The classical value.** Complete the square in the potential energy:

$$\frac{kx^2}{2}-qFx=\frac{k}{2}(x-x_F)^2-\frac{q^2F^2}{2k},\qquad x_F=\frac{qF}{k}.$$

The Boltzmann distribution is a Gaussian centred on $x_F$. Temperature sets its width and leaves its centre alone, so $\langle d\rangle=q^2F/k$ and $\alpha_{\text{cl}}=q^2/k$.

**The general thermal sum.** Let $E_n(F)$ be the levels in the field and $P_n=e^{-\beta E_n}/Z$ their populations. The slope of a level is minus its mean dipole, $E_n'=-\langle d\rangle_n$, where a prime denotes $\partial/\partial F$. Hence

$$\langle d\rangle=-\sum_nP_nE_n',\qquad \alpha=-\sum_nP_nE_n''-\sum_nP_n'E_n'.$$

Differentiating $P_n$, including its normalisation, gives

$$P_n'=-\beta P_n\Big(E_n'-\sum_mP_mE_m'\Big).$$

For nondegenerate levels, perturbation theory to second order in $F$ gives

$$E_n(F)=E_n-d_{nn}F-\tfrac12\alpha_nF^2+\dots,\qquad \alpha_n=2\sum_{m\neq n}\frac{|d_{mn}|^2}{E_m-E_n}.$$

The factor 2 cancels the $\tfrac12$ in the definition of $\alpha_n$. The sign follows from the second-order shift $F^2\sum_{m\ne n}|d_{mn}|^2/(E_n-E_m)$. At zero field $E_n'=-d_{nn}$ and $E_n''=-\alpha_n$, so

$$\alpha(T)=\sum_nP_n\alpha_n+\beta\Big[\sum_nP_nd_{nn}^2-\Big(\sum_nP_nd_{nn}\Big)^2\Big].$$

The first term is the distortion of the states at fixed populations. The second is the repopulation of levels that already carry different dipoles.

**The matrix elements.** Write $x=\sqrt{\hbar/(2m\omega)}\,(a+a^\dagger)$, with $a|n\rangle=\sqrt n\,|n-1\rangle$ and $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$. Then

$$|x_{n+1,n}|^2=\frac{\hbar}{2m\omega}(n+1),\qquad |x_{n-1,n}|^2=\frac{\hbar}{2m\omega}\,n,$$

and all other elements from level $n$ vanish. In particular $d_{nn}=0$, which removes the repopulation term.

**One level.** The state above has $E_{n+1}-E_n=+\hbar\omega$, and the state below has $E_{n-1}-E_n=-\hbar\omega$. Therefore

$$\alpha_n=2q^2\frac{\hbar}{2m\omega}\left[\frac{n+1}{\hbar\omega}-\frac{n}{\hbar\omega}\right]=\frac{q^2}{m\omega^2}\,[(n+1)-n]=\frac{q^2}{k}.$$

The level above pushes level $n$ down in energy and contributes positively; the level below pushes it up and contributes negatively. Both parts grow with $n$, but their difference does not.

**The thermal average.** Every level has the same polarisability, and the populations sum to one:

$$\boxed{\alpha(T)=\sum_nP_n\frac{q^2}{k}=\frac{q^2}{k}\quad\text{for every }T\ge0.}$$

This is the classical value. Planck's constant cancelled between the squared matrix element, proportional to $\hbar/\omega$, and the energy denominator $\hbar\omega$.

Summed separately, the upward and downward parts are $(\bar n+1)q^2/k$ and $-\bar n\,q^2/k$. For the 35 meV oscillator they are 1.005 and $-0.005$ at 77 K, 1.348 and $-0.348$ at 300 K, and 1.568 and $-0.568$ at 400 K, in units of $q^2/k$. Warming strengthens both and leaves their sum at 1.

**The error, pair by pair.** In the downward sum, rename $n$ as $n+1$. The two parts then combine into one sum over neighbouring pairs of levels:

$$\alpha=\frac{q^2}{k}\sum_{n=0}^{\infty}(n+1)(P_n-P_{n+1}).$$

The tempting formula contains $2n+1=(n+1)+n$, and the same renaming turns it into

$$\alpha_{\text{wrong}}=\frac{q^2}{k}\,y\sum_{n=0}^{\infty}(n+1)(P_n+P_{n+1}).$$

Since $P_{n+1}=zP_n$ with $z=e^{-2y}$, each pair is overestimated by the same factor,

$$y\,\frac{P_n+P_{n+1}}{P_n-P_{n+1}}=y\,\frac{1+z}{1-z}=y\coth y.$$

For small $y$ this is $1+y^2/3+\dots$, so the fluctuation formula becomes accurate when $k_BT\gg\hbar\omega$. At 3000 K, taken as a mathematical limit of the model, the factor is 1.0015.

**A second route.** The completed square also holds for operators:

$$H=\frac{p^2}{2m}+\frac k2(x-x_F)^2-\frac{q^2F^2}{2k}.$$

The field moves the centre of the well and lowers all levels by the same amount. The energy differences, and hence the thermal populations, do not change. The response at fixed temperature therefore equals the response at fixed populations. In this well $\langle d\rangle=q^2F/k$ also holds at finite field, beyond the linear term.

**Cutting off the sum.** Suppose that the lowest $N$ levels are kept, with populations still normalised over the full ladder. The pair sum stops at $n=N-2$, and collecting the coefficient of each $P_n$ gives

$$\frac{\alpha^{(N)}}{q^2/k}=\sum_{n=0}^{N-1}P_n-NP_{N-1}=1-z^N-N(1-z)z^{N-1}.$$

Here $P_n=(1-z)z^n$ was used. The last term arises because the top level keeps its negative downward part but has lost its upward partner. At 300 K the fraction is 0.550 for $N=2$, 0.982 for $N=5$ and 0.99996 for $N=10$. The first two levels hold 93% of the population, yet a sum restricted to them gives only 55% of the response, because level 1 has lost its upward partner, level 2. The levels kept must include the neighbours of the populated ones, so population alone is a poor guide to convergence.

## Solution of (b)

The relative motion has the reduced mass

$$m=\frac{178.49\times31.998}{178.49+31.998}\ \text{u}=27.13\ \text{u}.$$

With $\hbar\omega=35$ meV, the stiffness is $k=m\omega^2=127\ \text{N/m}=795\ \text{eV/nm}^2$. The polarisability per formula unit is

$$\alpha=\frac{(5e)^2}{795\ \text{eV/nm}^2}=0.0314\ e\,\text{nm}^2/\text{V}=5.04\times10^{-39}\ \text{C m}^2/\text{V}.$$

In a crystal, $F$ must be specified. The transverse optical frequency is that of a vibration with no macroscopic field, and its stiffness already contains the short-range and dipolar forces between cells. The effective charge is likewise defined by the force in a macroscopic field. With these inputs $F$ is the macroscopic field, and no further local-field correction is needed. The polarisation is $\alpha F/v$, and the ionic part of the relative permittivity is

$$\Delta\varepsilon=\frac{\alpha}{\varepsilon_0v}=\frac{5.04\times10^{-39}}{(8.854\times10^{-12})(3.5\times10^{-29})}\approx16.$$

The model gives this value at 77, 300 and 400 K alike, with $k$, $q$ and $v$ held fixed.

At 2 MV/cm, or 0.2 V/nm, the mean displacement is $5\times0.2/795=0.00126$ nm. The ionic polarisation is

$$\frac{5e\times0.00126\ \text{nm}}{0.035\ \text{nm}^3}=0.18\ e/\text{nm}^2\approx2.9\ \mu\text{C/cm}^2.$$

The root-mean-square displacement without a field is larger: 0.0047 nm at 77 K, 0.0061 nm at 300 K and 0.0069 nm at 400 K. The fluctuations grow with temperature while the shift of their centre stays the same. The tempting formula would have turned that growth, divided by $k_BT$, into a permittivity that falls on warming.

## Solution of (c)

**Anharmonicity.** Add $kx^4/(4L^2)$ to the potential energy, so that the restoring force is $-kx(1+x^2/L^2)$. In equilibrium the mean force vanishes:

$$qF=k\langle x\rangle+\frac{k}{L^2}\langle x^3\rangle.$$

Write $x=X+\xi$, with $X=\langle x\rangle$, and approximate $\xi$ as Gaussian with the variance $s^2$ of the harmonic well. Then $\langle x^3\rangle=X^3+3Xs^2$. To first order in $X$,

$$\alpha\approx\frac{q^2/k}{1+3s^2/L^2}.$$

Take $L=0.05$ nm as an assumed strength. At 300 K, $3s^2/L^2=3(0.0061/0.05)^2\approx0.045$, so the estimate is $0.957\,q^2/k$. Numerical diagonalisation of the quartic Hamiltonian on a grid, followed by the full level sum, gives 0.959. The same calculation gives 0.97 at 77 K and 0.95 at 400 K. The levels no longer respond alike: $\alpha_0$ is $0.975\,q^2/k$, while $\alpha_5$ is $0.779\,q^2/k$. Warming moves population to the less polarisable levels, and the temperature independence is lost.

At 5 MV/cm and 300 K, the ratio $\langle d\rangle/F$ in this quartic well is 0.3% below its own low-field value.

**An asymmetric well.** With $u=x\sqrt{m\omega/\hbar}$, consider the potential energy $\hbar\omega(u^2/2+0.1u^3+0.05u^4)$. This is an illustration with strong anharmonicity, not an estimate for the oxide: in the same units the quartic term assumed above has the coefficient $\hbar/(4m\omega L^2)=0.0044$. Its levels have different mean dipoles, so the repopulation term returns. Diagonalisation gives $\alpha=0.834\,q^2/k$ at $k_BT=0.3\hbar\omega$ and $0.575\,q^2/k$ at $3\hbar\omega$. Repopulation supplies 0.0016 and 0.0037 of these values, in units of $q^2/k$. The fall between these two temperatures therefore comes from the differing $\alpha_n$; the small net increase in the repopulation term offsets very little of it.

**Thermal expansion.** Take a rough volume expansion of $2\times10^{-5}$ per kelvin and let $\omega\propto v^{-2}$, which is a Grüneisen parameter of 2. At fixed charge and mass, $\Delta\varepsilon\propto1/(v\omega^2)\propto v^3$. Warming from 300 to 400 K expands the volume by 0.2% and raises $\Delta\varepsilon$ by 0.6%. The quartic term lowers it by about 1% over the same interval, so the two partly cancel for these parameters.

**More than one mode.** Keep the total of $q^2/m$ fixed, but divide it equally between modes at 25 and 45 meV. The ionic part is multiplied by

$$\frac12\left[\left(\frac{35}{25}\right)^2+\left(\frac{35}{45}\right)^2\right]=1.28,$$

which raises it from 16 to 21. The softer mode dominates because the static response varies as $1/\omega^2$. Each harmonic mode remains temperature-independent.

**Comparison with the real oxide.** Adding a rough electronic permittivity of 4.5 to the single-mode ionic part gives a total near 21. Hafnium dioxide has a permittivity of roughly 20, depending on its phase and on the film. The agreement does not test the model, because the inputs were chosen in that regime. The monoclinic crystal, the stable phase at ordinary conditions, has several polar modes, and its response depends on direction. In the examples above, the two-mode split moves the ionic part by 28%, against 4% for the quartic term at 300 K. That ranking comes from the assumed parameters. An equal split over 32 and 38 meV raises the ionic part by only 2%, one over 30 and 60 meV lowers it by 15%, and a quartic term with $L=0.02$ nm lowers it by 18% at 300 K. The rough inputs matter as much, since $\Delta\varepsilon\propto q^2/\omega^2$: a charge of $5.5e$ in place of $5e$ raises it by 21%, and a quantum of 30 meV in place of 35 meV by 36%. The field of 5 MV/cm used above is roughly where such a film breaks down. Anharmonic coupling between different modes has not been estimated, so the small temperature changes found here are not a prediction for a real film.
